Norm Conservation and the Energy Derivative of the Logarithmic Derivative

**1. A free particle in a sphere**

Take an s wave with no potential. In Hartree atomic units its radial function, multiplied by r, is u = sin kr, with E = k²/2. At a radius a where sin ka ≠ 0, the logarithmic derivative is

L = u'(a)/u(a) = k cot ka.

Since dE = k dk, its energy derivative is

dL/dE = (1/k) dL/dk = (1/k)[cot ka − ka/sin² ka].

Multiply by −½u(a)² = −½ sin² ka:

−½u(a)² dL/dE = (1/2k)[ka − sin ka cos ka] = a/2 − sin(2ka)/(4k).

The integral of u² over the sphere is

∫₀ᵃ sin² kr dr = ½∫₀ᵃ(1 − cos 2kr)dr = a/2 − sin(2ka)/(4k).

The two agree. Quantities measured at the surface, the amplitude u(a) and the rate at which L changes with energy, give the integral of u² inside. The same relation holds with a potential present.

**2. Statement and assumptions**

Let V(r) be a real, local potential that does not depend on energy, with rV(r) bounded for 0 < r ≤ r_c. A different V may be used for each angular momentum l, because each l is treated separately. Write the radial function as R = u/r. Then

u'' = [l(l+1)/r² + 2V − 2E]u,  (1)

where a prime means d/dr. Choose the solution regular at the origin, u ≈ r^(l+1), and define L(E) = u'(r_c,E)/u(r_c,E), where u(r_c,E) ≠ 0. The claim is

−½u(r_c)² dL/dE = ∫₀^{r_c} u² dr ≡ Q.  (2)

The energy need not be an eigenvalue, and u may have nodes inside r_c. Multiplying u by a constant multiplies both sides by its square and leaves L unchanged, so any normalization will do. If u is normalized to one over all space, Q is the number of electrons inside r_c contributed by a singly occupied orbital.

The radial function itself has R'/R = u'/u − 1/r. The term 1/r_c does not depend on energy, so R'/R obeys the same identity.

**3. Smooth dependence on energy**

The proof compares two energies and lets them meet, so u must depend smoothly on E. To see that it does, rewrite (1) as an integral equation:

u(r) = r^(l+1) + ∫₀ʳ G(r,s) 2[V(s) − E]u(s) ds,

G(r,s) = [r^(l+1)s^(−l) − r^(−l)s^(l+1)]/(2l+1).

Here r^(l+1) and r^(−l) solve (1) without the V and E terms, and G follows from variation of parameters. For s ≤ r, 0 ≤ G ≤ r^(l+1)s^(−l)/(2l+1). For energies in a bounded range there is a constant A with |2(V−E)| ≤ A/s. Set K = A/(2l+1). If the nth term of the iteration is at most r^(l+1)(Kr)ⁿ/n!, the next is at most

r^(l+1) ∫₀ʳ K(Ks)ⁿ/n! ds = r^(l+1)(Kr)^(n+1)/(n+1)!.

The series therefore converges uniformly on [0,r_c]. Each term is a polynomial in E, and the bound also holds for complex E, so u is analytic in E. Differentiating the integral equation with respect to r gives the same conclusion for u', with u' = O(r^l) near the origin.

**4. Proof**

Let u₁ and u₂ be regular solutions at E₁ and E₂. Multiply the equation for u₂ by u₁, multiply the equation for u₁ by u₂, and subtract. The centrifugal and potential terms cancel:

u₁u₂'' − u₂u₁'' = −2(E₂ − E₁)u₁u₂.

The left side is a total derivative, because the products u₁'u₂' cancel:

(u₁u₂' − u₂u₁')' = −2(E₂ − E₁)u₁u₂.  (3)

Integrate from 0 to r_c. At the origin each product uu' is O(r^(2l+1)), which vanishes even for l = 0. Only the upper limit remains:

[u₁u₂' − u₂u₁'] at r_c = −2(E₂ − E₁)∫₀^{r_c}u₁u₂ dr.  (4)

Divide by u₁(r_c)u₂(r_c), assuming neither is zero:

L(E₂) − L(E₁) = −2(E₂ − E₁)∫₀^{r_c}u₁u₂ dr / [u₁(r_c)u₂(r_c)].  (5)

This holds for any finite energy difference. Now divide by E₂ − E₁ and let E₂ → E₁. By continuity u₂ → u₁, so

dL/dE = −2∫₀^{r_c}u² dr / u(r_c)²,

which is (2). The factor 2 comes from the kinetic energy −½d²/dr². The minus sign says that a higher energy bends the function more strongly toward the axis. Thus L falls strictly with energy wherever it is finite.

**5. Special cases and limits**

*A node at r_c.* Here L has a pole and (2) cannot be used, but (4) can. Dividing (4) by E₂ − E₁ and taking the limit gives

u ∂u'/∂E − u' ∂u/∂E = −2∫₀^{r_c}u² dr.

With u(r_c) = 0 this becomes ∂u/∂E = 2∫₀^{r_c}u²dr/u'(r_c). The node radius r_n moves so that u stays zero, hence

dr_n/dE = −(∂u/∂E)/u' = −2∫₀^{r_n}u² dr/u'(r_n)².

Nodes move inward as the energy rises, which is the same physics without the pole.

*A dominant centrifugal term.* If V − E is negligible inside r_c, then u = r^(l+1), and

Q/u(r_c)² = r_c/(2l+3),  dL/dE = −2r_c/(2l+3).

High angular momentum pushes the function toward the surface, so L changes slowly with energy.

*A potential that depends on energy.* The potential terms no longer cancel in the subtraction. They add 2[V(r,E₂) − V(r,E₁)]u₁u₂ to the right side of (3). After the limit,

−½u(r_c)² dL/dE = ∫₀^{r_c}(1 − ∂V/∂E)u² dr.  (6)

The surface quantity then no longer measures the plain charge.

*The outer region.* Let u_out satisfy u_out(R) = 0 at a fixed wall R > r_c for every energy. Integrate (3) from r_c to R. The bracket vanishes at R, so the surviving boundary term is at the lower limit and has the opposite sign:

dL_out/dE = +2∫_{r_c}^{R}u_out² dr/u_out(r_c)².  (7)

A bound level with u(r_c) ≠ 0 occurs where L(E) = L_out(E): a falling curve meets a rising one. A level with a node at r_c appears instead as a pole of both curves at the same energy.

**6. Why a pseudopotential should conserve the norm**

A pseudopotential V_ps replaces V inside r_c and equals it outside. Its purpose is to remove the inner nodes of a valence function. Suppose that at a reference energy E₀ the pseudofunction has the true amplitude u_c = u(r_c) and the true L. Apply (2) to both functions and subtract:

d(L_ps − L)/dE at E₀ = −2(Q_ps − Q)/u_c².  (8)

The energy derivatives agree if and only if Q_ps = Q. This condition is norm conservation. Since both logarithmic derivatives are analytic near E₀, their mismatch is then O((E−E₀)²). Without norm conservation it begins at first order. The theorem gives agreement near E₀, not at all energies.

The same condition has an electrostatic use. Outside a spherical charge distribution the field depends only on the enclosed charge, so the correct Q also gives the correct field beyond r_c.

**7. The error in a shifted level**

Transferability means that V_ps still works when the surroundings change. Consider a weak, spherical change outside r_c that moves the true level from E₀ to E₁ = E₀ + δ. The true and pseudo levels satisfy

L(E₁) = L_out(E₁),  L_ps(E_ps) = L_out(E_ps).

Put ε = E_ps − E₁ and expand the second condition about E₁:

L_ps(E₁) + ε dL_ps/dE = L_out(E₁) + ε dL_out/dE.

Replace L_out(E₁) by L(E₁) and solve:

ε = [L_ps(E₁) − L(E₁)]/[dL_out/dE − dL_ps/dE].

Let ΔQ = Q_ps − Q. By (8) the numerator is −2ΔQ δ/u_c² to first order. With the true function normalized to one, the undisturbed outer charge is 1 − Q. The denominator is therefore, to leading order,

2(1 − Q)/u_c² + 2Q_ps/u_c² = 2(1 + ΔQ)/u_c².

Hence

ε ≈ −ΔQ δ/(1 + ΔQ).  (9)

The pseudo level moves by δ + ε = δ/(1 + ΔQ). The reason is visible in the norm: a pseudofunction with the true outer amplitude has total norm 1 + ΔQ. Once normalized, its outer density is divided by that factor, and so is its response to an outside disturbance: too small if ΔQ > 0, too large if ΔQ < 0. If ΔQ = 0, the first-order error vanishes.

**8. A nodeless function with a chosen charge**

For l = 0 write u_ps = r exp p(r) inside r_c. Then u_ps' = (1/r + p')u_ps, and a second differentiation gives

u_ps''/u_ps = (1/r + p')² − 1/r² + p'' = 2p'/r + p'' + p'².

Equation (1), solved for the potential, becomes

V_ps = E₀ + p'/r + ½(p'' + p'²).  (10)

Take p = c₀ + c₂r² + c₃r³ + c₄r⁴. Without a linear term, p'/r is finite at the origin. Matching amplitude, slope and potential at r_c requires

p = ln(u_c/r_c),  p' = L − 1/r_c,

p'' = 2[V(r_c) − E₀] − 2p'/r_c − p'².

Three conditions on four coefficients leave one freedom. With x = r/r_c, it is the addition to p of

s(1−x)³(1+3x) = s(1 − 6x² + 8x³ − 3x⁴).

The triple zero at x = 1 preserves all three matching conditions, and there is no linear term. To fix the origin of s, let s = 0 denote the matched polynomial with c₄ = 0. The added function is positive for 0 ≤ x < 1 when s > 0, so Q_ps rises strictly with s. At most one s gives a required charge, and it can be found by a one-dimensional root search.

**9. Numbers for a screened atom**

Consider one electron in the model potential

V(r) = −[1 + 10 exp(−2r)]/r,

with r in bohr and V in hartree. The charge seen falls from 11 at the nucleus to 1 far away. The parameters are round choices and represent no particular element. Set r_c = 3 bohr, and let a wall at 30 bohr stand in for infinity. The radial equation was integrated with an adaptive Runge–Kutta method, charges were found by Gauss–Legendre quadrature, and energy derivatives by five-point differences.

The third s level lies at E₀ = −0.2233 hartree. Its nodes, at 0.186 and 0.893 bohr, are inside r_c. At r_c the normalized function has u_c = 0.5486 bohr^(−1/2) and L = −0.0825 bohr⁻¹. The energy derivative is

dL/dE = −2.8821 bohr⁻¹ hartree⁻¹.

The left side of (2) is therefore

½ × 0.5486² × 2.8821 = 0.4337.

Quadrature of u² also gives Q = 0.4337. The outer charge by quadrature is 0.5663 (the two add to one by normalization), and the surface quantity ½u_c² dL_out/dE of (7) is also 0.5663.

The ratio Q/u(r_c)² is 1.441 bohr for this s function. It is 4.901 bohr for l = 1 at 0.3 hartree and 0.610 bohr for l = 2 at −0.1 hartree. The centrifugal estimates r_c/(2l+3) are 3/5 = 0.60 bohr for l = 1 and 3/7 = 0.43 bohr for l = 2. The term V − E is not negligible in either case: the l = 2 estimate is about 30% below the computed value, and the l = 1 estimate is about an eighth of it.

Over a finite interval the slope alone is not enough. Raising E from E₀ by 0.3 hartree changes L by −1.672 bohr⁻¹, the value given by (5). The initial slope would predict 0.3 × (−2.882) = −0.865 bohr⁻¹, about half as much.

To see the effect of energy dependence, add 0.5(E−E₀)exp(−r²) to V, with r in bohr. The potential at E₀ is unchanged, and so is Q. The surface quantity nevertheless falls from 0.4337 to 0.4220, as (6) requires.

**10. Two pseudopotentials compared**

Two nodeless functions were constructed with the same E₀, u_c and L. The norm-conserving one has Q_ps = 0.4337 and s = −0.6675. The other was given 1.3 times the true charge, Q_ps = 0.5639, which needs s = 0.1895. Its charge error is ΔQ = 0.1301. Equation (8) gives its slope error:

−2 × 0.1301/0.5486² = −0.865 bohr⁻¹ hartree⁻¹.

Its slope is thus −3.747 instead of −2.882 in the same units. The norm-conserving slope is −2.882.

The charge also affects the shape of the potential. At the origin (10) gives V_ps(0) = E₀ + 3c₂, and s contributes −6s/r_c² to c₂. With r_c = 3 bohr, V_ps(0) therefore falls by 2 hartree per unit of s. It is 0.894 hartree for the norm-conserving potential and −0.820 hartree for the other. Within this one-parameter family, less charge inside means a higher potential at the center.

Away from E₀ the mismatches L_ps − L, in bohr⁻¹, are:

E − E₀ = −0.2 hartree: −0.0040 with norm conservation, +0.0674 without.
E − E₀ = −0.1 hartree: −0.0014 with, +0.0517 without.
E − E₀ = +0.1 hartree: −0.0036 with, −0.1663 without.
E − E₀ = +0.2 hartree: −0.0271 with, −0.8444 without.

The first set keeps its sign across E₀, as a leading quadratic term allows; the second changes sign, as a linear term requires. Neither leading law is accurate over this whole range. Closer to E₀ the leading terms can be isolated. When |E−E₀| is doubled from 0.02 to 0.04 hartree, the part of the norm-conserving mismatch even in E−E₀ grows by 4.07. The odd part of the other mismatch grows by 2.06. The leading laws predict 4 and 2. The factor near 2 shows that the norm-violating mismatch has a linear term, since a leading cubic term would give 8. The factor near 4 does not by itself exclude a linear term, because the even part of any smooth mismatch that vanishes at E₀ starts at second order or higher. The linear term is excluded by the equality of the norm-conserving and true slopes, −2.882.

Now change the surroundings by moving the hard wall inward. At 12 bohr the true level rises by δ = 8.372 × 10⁻⁵ hartree. For the norm-violating potential, (9) predicts

ε ≈ −0.1301 × 8.372 × 10⁻⁵/1.1301 = −9.64 × 10⁻⁶ hartree.

The computed error is −9.67 × 10⁻⁶ hartree, or 12% of the shift. With norm conservation the error is −2.3 × 10⁻¹⁰ hartree. This is the second-order term: close to E₀ the norm-conserving mismatch is about −0.22(E−E₀)² in the units above, and dividing by the denominator 2/u_c² of section 7 gives −0.22 × (8.372 × 10⁻⁵)² × 0.5486²/2 = −2.3 × 10⁻¹⁰ hartree.

A wall at 7 bohr raises the true level by 0.01121 hartree. The norm-violating error is −1.52 × 10⁻³ hartree, 14% of the shift. Equation (9) gives −1.29 × 10⁻³ hartree, about 15% smaller in magnitude than the computed error, because the disturbance is no longer weak. The norm-conserving error is −5.0 × 10⁻⁶ hartree, or 0.04% of the shift.

These errors are relative to the same one-electron model with its original potential. The model has no self-consistent response of the screening, no exchange or correlation beyond what a fixed potential can imitate, and no relativity. In a real atom the core potential can itself change with the surroundings, and norm conservation does not repair that error.
